# Landé's spin-orbit doublet formula and the inner charge of sodium

## 1. One charge everywhere

Take one electron in the field of a point charge $Z$, with orbital quantum number $l\ge1$. Hartree atomic units are used, so $V=-Z/r$ and $E_n=-Z^2/(2n^2)$. To leading order in the fine-structure constant $\alpha$, the Dirac equation gives the spin-orbit operator

$$H_{\rm so}=\frac{\alpha^2}{2}\,\frac1r\frac{dV}{dr}\,\mathbf L\cdot\mathbf S .$$

The other corrections of this order do not separate the two values of $j$ when $l\ge1$. From $\mathbf J^2=(\mathbf L+\mathbf S)^2$,

$$\mathbf L\cdot\mathbf S=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right],$$

which is $l/2$ for $j=l+\frac12$ and $-(l+1)/2$ for $j=l-\frac12$. The difference is $l+\frac12$. With $\Delta E$ defined as the upper-$j$ energy minus the lower-$j$ energy, first-order perturbation theory gives

$$\Delta E=\frac{\alpha^2}{2}\left(l+\tfrac12\right)\left\langle\frac{V'}{r}\right\rangle. \tag{1}$$

This holds for any central potential. For the point charge, $V'/r=Z/r^3$, so $\langle r^{-3}\rangle$ is needed. Two short steps supply it.

First, the radial Hamiltonian contains $l(l+1)/(2r^2)$. At a fixed number of radial nodes $n_r$ its eigenvalue is $-Z^2/[2(n_r+l+1)^2]$. Differentiating both with respect to $l$, treated as continuous, gives

$$\left(l+\tfrac12\right)\langle r^{-2}\rangle=\frac{Z^2}{n^3}.$$

Second, the mean radial force in a stationary state vanishes. In detail, the expectation value of the commutator of the radial Hamiltonian with $d/dr$ is zero, because its boundary term at the origin behaves as $r^{2l}$ and vanishes for $l\ge1$. The force includes the centrifugal term, so

$$Z\langle r^{-2}\rangle=l(l+1)\langle r^{-3}\rangle .$$

Together,

$$\langle r^{-3}\rangle=\frac{Z^3}{n^3\,l(l+\frac12)(l+1)},\qquad
\Delta E=\frac{\alpha^2Z^4}{2n^3l(l+1)}. \tag{2}$$

**Check.** For hydrogen $2p$, equation (2) gives $1.664105\times10^{-6}$ hartree and the Dirac levels give $1.664162\times10^{-6}$ hartree. The small difference is of higher order in $\alpha$.

The four powers of $Z$ need not have the same origin. One comes from the force $Z/r^2$. To assign the other three, let the electron see different charges near the nucleus and far from it.

## 2. Two charges: the outer region

Now let

$$V=-\frac{Z_i}{r}+C\quad\text{inside the core},\qquad V=-\frac zr\quad\text{outside}.$$

For a neutral atom $z=1$. The constant $C$ makes $V$ continuous; for a sharp boundary at $r_c$ it is $C=(Z_i-z)/r_c$. A jump in $V$ would put a delta function into $V'$ and hence into (1). Write the energy as $E=-z^2/(2\nu^2)$, which defines the effective quantum number $\nu$.

The radial function $u(r)$ obeys

$$u''+\left[2(E-V)-\frac{l(l+1)}{r^2}\right]u=0 .$$

To treat it semiclassically, put $r=e^s$ and $u=e^{s/2}w(s)$. Then $u''=e^{-3s/2}(w_{ss}-w/4)$, and the equation becomes

$$w_{ss}+\left[2r^2(E-V)-\lambda^2\right]w=0,\qquad\lambda=l+\tfrac12,$$

since $l(l+1)+\frac14=\lambda^2$. The usual semiclassical form for $w$, carried back to $r$, is an oscillation with local wave number $k$ and amplitude proportional to $k^{-1/2}$, where

$$k^2=2(E-V)-\frac{\lambda^2}{r^2}.$$

I fix the amplitude by the convention

$$u_E=\sqrt{\frac{2}{\pi k}}\,\sin\Phi(r),\qquad \Phi'=k. \tag{3}$$

**Coulomb phase.** In the field $-z/r$ the turning points are $r_{1,2}=(\nu^2/z)(1\mp\sqrt{1-\lambda^2/\nu^2})$, and $k=(z/\nu)\sqrt{(r-r_1)(r_2-r)}/r$. Let $I=\int_{r_1}^{r_2}k\,dr$. Since $k\,\partial k/\partial E=1$,

$$\frac{dI}{dE}=\int_{r_1}^{r_2}\frac{dr}{k}
=\frac{\nu}{z}\int_{r_1}^{r_2}\frac{r\,dr}{\sqrt{(r-r_1)(r_2-r)}}
=\frac{\nu}{z}\,\pi\,\frac{r_1+r_2}{2}=\frac{\pi\nu^3}{z^2}.$$

But $dE/d\nu=z^2/\nu^3$, so $dI/d\nu=\pi$. The turning points merge at $\nu=\lambda$, where $I=0$. Therefore $I=\pi(\nu-\lambda)$.

**Bound states.** Let the core add a phase $\pi\mu$ to the regular solution, compared with a pure Coulomb field of charge $z$. In the outer region

$$\Phi=\int_{r_1}^{r}k\,dr'+\frac\pi4+\pi\mu ,$$

where $\pi/4$ is the standard phase at a turning point. The solution that decays at large $r$ has the phase $\Phi_2=\int_r^{r_2}k\,dr'+\pi/4$, counted inward. The two agree, up to a sign, if $T=\Phi+\Phi_2$ is a whole multiple of $\pi$. Now

$$T=\pi(\nu-\lambda)+\frac\pi2+\pi\mu=\pi(\nu+\mu-l),$$

so the levels satisfy $\nu+\mu=n$ with integer $n$. The number $\mu$ is the quantum defect.

## 3. How much of a bound state is near the nucleus

The function $u_E$ has a fixed amplitude, not unit norm. Its norm follows from an identity. Write $\partial$ for $\partial/\partial E$. Differentiating the radial equation with respect to $E$ gives $\partial u''=(u''/u)\,\partial u-2u$, and hence

$$\frac{d}{dr}\left(u'\partial u-u\,\partial u'\right)=u''\partial u-u\,\partial u''=2u^2 .$$

Apply it to the regular solution $u_1$ from $0$ to a point $r_m$ in the outer region, and to the decaying solution $u_2$ from $r_m$ to infinity. At a bound energy the two coincide once the sign of $u_2$ is chosen suitably. The boundary terms at $0$ and infinity vanish, leaving

$$\int_0^\infty u_E^2\,dr=\tfrac12\left[u'D-uD'\right]_{r_m},\qquad D=\partial(u_1-u_2).$$

With $A=\sqrt{2/(\pi k)}$ and $T=m\pi$ at the level, the functions are $u_1=A\sin\Phi$ and $u_2=(-1)^{m+1}A\sin(T-\Phi)$. The derivatives through $A$ and through $\Phi$ cancel in $D$. The derivative through $T$ remains:

$$D=-(-1)^{m+1}A\cos(m\pi-\Phi)\frac{dT}{dE}=A\cos\Phi\,\frac{dT}{dE}.$$

The terms with $A'$ cancel in the bracket, and

$$\int_0^\infty u_E^2\,dr=\frac12\frac{dT}{dE}A^2k\left(\cos^2\Phi+\sin^2\Phi\right)=\frac1\pi\frac{dT}{dE}=\frac{dn}{dE},$$

where $n(E)=\nu+\mu$ is now a continuous function of energy. A bound state of unit norm therefore has

$$u_n^2=u_E^2\,\frac{dE}{dn},\qquad
\frac{dE}{dn}=\frac{z^2}{\nu^3}\,\frac{d\nu}{dn},\qquad
\frac{d\nu}{dn}=\frac{1}{1+d\mu/d\nu}. \tag{4}$$

The factor $z^2/\nu^3$ is the local level spacing when $\mu$ is constant. Physically, a more extended orbit spends a smaller fraction of its time near the nucleus.

**Limit.** For the single charge of section 1, $\mu=0$ and $dE/dn=Z^2/n^3$. Two of the four powers of $Z$ thus belong to the outer field. One power is still unassigned.

## 4. The inner region

Near the nucleus $Z_i/r$ is much larger than $|E-C|$. Dropping $E-C$ leaves

$$u''+\left[\frac{2Z_i}{r}-\frac{l(l+1)}{r^2}\right]u=0 .$$

Try $u=\sqrt r\,g(y)$ with $y=\sqrt{8Z_ir}$, for which $dy/dr=y/(2r)$. Two differentiations give

$$u''=\frac{1}{4r^{3/2}}\left[y^2g''+yg'-g\right].$$

If $g$ is the Bessel function $J_m$, then $y^2g''+yg'=(m^2-y^2)g$, and so $u''=(m^2-1-y^2)u/(4r^2)$. Since $y^2/(4r^2)=2Z_i/r$, the equation is satisfied if $m^2-1=4l(l+1)$, that is, $m=2l+1$.

The amplitude must follow (3). At large $y$, $J_m^2$ oscillates with squared amplitude $2/(\pi y)$, while $k\simeq\sqrt{2Z_i/r}=y/(2r)$. For $u=N\sqrt r\,J_m$ the condition is

$$N^2r\,\frac{2}{\pi y}=\frac{2}{\pi k}=\frac{4r}{\pi y},$$

so $N^2=2$ and

$$f(r)=\sqrt{2r}\;J_{2l+1}\!\left(\sqrt{8Z_ir}\right). \tag{5}$$

The integral of $f^2/r^3$ follows from section 1. A hydrogenic state of charge $Z_i$ has, by (4), $u_n^2=u_E^2Z_i^2/n^3$. As $n\to\infty$ its energy goes to zero and $u_E$ tends to $f$ at every fixed $r$. Large radii do not disturb the limit, because the averaged integrand falls as $r^{-5/2}$. Multiplying $\langle r^{-3}\rangle$ in (2) by $n^3/Z_i^2$ gives

$$\int_0^\infty\frac{f^2}{r^3}\,dr=\frac{Z_i}{l(l+\frac12)(l+1)}. \tag{6}$$

Direct quadrature of the Bessel function confirms this for $l=1,2,3$; for $l=1$ it gives $0.333333\,Z_i$. The last power of $Z$ is now assigned: it is the density that the inner charge draws toward the nucleus.

**Where the integral comes from.** The function rises as $r^{l+1}$ and begins to oscillate near the zero-energy turning point $r_i=\lambda^2/(2Z_i)$. For $l=1$ and $Z_i=7.5$ this is 0.15 bohr. Neglecting $C$ requires $C\ll Z_i/r_i$.

A semiclassical estimate suggests that the requirement is milder than it looks. At an inner energy $\varepsilon=E-C$ with $-Z_i^2/(2\lambda^2)<\varepsilon<0$, put $q=1/r$, so that $k^2=2\varepsilon+2Z_iq-\lambda^2q^2$. The two zeros of $k^2$ lie symmetrically about $q=Z_i/\lambda^2$, and

$$\int\frac{dr}{k\,r^3}=\int\frac{q\,dq}{k}=\frac{\pi}{\lambda}\,\frac{Z_i}{\lambda^2}=\frac{\pi Z_i}{\lambda^3},$$

with no dependence on $\varepsilon$. The phase-averaged density is $1/(\pi k)$, so the semiclassical value of (6) is $Z_i/\lambda^3$ for every inner energy in this range, provided the core is wide enough to contain nearly all of the integral. It differs from (6) by having $\lambda^2$ in place of $l(l+1)$. For $l=1$ it is too small by one ninth of the value in (6), so the Bessel result is the one to keep.

## 5. Joining the regions

If $k$ changes little over a local wavelength, $|k'|\ll k^2$, the form (3) holds through the join with one and the same amplitude. The inner function is then $f$ with no extra factor. Inside the core $V'/r=Z_i/r^3$. The region outside adds little, because $r^{-3}$ is small there. Equations (4) and (6) give

$$\left\langle\frac{V'}{r}\right\rangle\simeq\frac{z^2}{\nu^3}\,\frac{d\nu}{dn}\,\frac{Z_i^2}{l(l+\frac12)(l+1)} .$$

Insert this into (1). The factor $l+\frac12$ cancels. If $\mu$ varies slowly, $d\nu/dn\simeq1$, and Landé's formula results:

$$\boxed{\Delta E\simeq\frac{\alpha^2Z_i^2z^2}{2\nu^3l(l+1)}} \tag{7}$$

For $Z_i=z=Z$ it returns to (2).

**A gradual core.** To test (7) without semiclassical functions, I solved the radial equation numerically for

$$V=-\frac zr-\frac{Z_i-z}{r}e^{-r/a},\qquad Z_i=7.5 .$$

At small $r$ this is $-Z_i/r+(Z_i-z)/a$ plus terms that vanish with $r$, so it has the assumed inner form. The splitting from (1), for states with $\nu$ near 12, was divided by the formula with the factor $d\nu/dn$ kept:

- $z=1$, $l=1$, $a=16$ bohr: 0.999
- $z=1$, $l=2$, $a=16$ bohr: 0.996
- $z=2$, $l=1$, $a=8$ bohr: 0.998

The dependence on $l$ and on the outer charge is thus confirmed for these wide cores, which are much wider than real atomic cores. In a light atom a $d$ electron hardly enters the core, and (7) with the inner charge of the $p$ series does not apply to it; the measured sodium $3d$ doublet is even inverted, which (7) cannot give. In the first case $d\nu/dn=1.017$, and (7) without this factor gives the ratio 1.016. Nearly all of that error comes from the energy dependence of the quantum defect.

**A core that is too small.** With $z=1$, $l=1$ and $a=0.25$ bohr the ratio is 0.096: the formula overestimates the splitting about tenfold. Two conditions fail together. The screening length is comparable with $r_i=0.15$ bohr, so the electron does not see the full $Z_i$ where $r^{-3}$ matters. And the core lies inside the zero-energy turning point of the outer field, $\lambda^2/(2z)=1.125$ bohr, so a centrifugal barrier weakens the wave before it reaches the core.

At $a=1$ bohr the ratio is 0.974, although the screening length is still below 1.125 bohr. What matters is the turning point of the full potential: at zero energy it lies near 1.0 bohr for $a=0.25$, so the whole core is classically forbidden, but near 0.17 bohr for $a=1$, close to $r_i$, with no barrier outside it. One close value does not make the formula reliable for small cores, where the ratio does not approach 1 steadily as $a$ grows: it is about 1.18 at $a=0.45$, 0.79 at $a=0.6$, 0.99 at $a=0.9$ and 0.94 at $a=1.2$ bohr.

## 6. A sharp join

With a boundary at $r_c$, $V$ and $k$ are continuous but $k'$ jumps. Write the inner function as $u=b\,k^{-1/2}\sin\varphi$ and the outer one with $b_o$ and $\varphi_o$. Continuity of $u$ gives

$$b_o\sin\varphi_o=b\sin\varphi .$$

The inner derivative is $u'=b\left[k^{1/2}\cos\varphi-\frac{k'}{2k^{3/2}}\sin\varphi\right]$, and similarly outside. Continuity of $u'$, divided by $k^{1/2}$, gives

$$b_o\cos\varphi_o=b\left(\cos\varphi+\delta\sin\varphi\right),\qquad
\delta=\frac{k'_{\rm out}-k'_{\rm in}}{2k^2}=\frac{Z_i-z}{2r_c^2k^3}.$$

The last form uses $kk'=-V'+\lambda^2/r^3$ on both sides. Squaring and adding the two conditions,

$$\frac{b^2}{b_o^2}=\frac{1}{\sin^2\varphi+(\cos\varphi+\delta\sin\varphi)^2}
=\frac{1}{1+\delta\sin2\varphi+\delta^2\sin^2\varphi}. \tag{8}$$

This ratio multiplies the splitting. A kink partly reflects the wave, and the inner density is raised or lowered according to the phase at which the wave meets it. The mean over a uniformly distributed inner phase $\varphi$ at fixed $\delta$ is exactly 1. With $q=\cot\varphi$,

$$\frac1\pi\int_0^\pi\frac{d\varphi}{\sin^2\varphi+(\cos\varphi+\delta\sin\varphi)^2}
=\frac1\pi\int_{-\infty}^{\infty}\frac{dq}{1+(q+\delta)^2}=1 .$$

For a sharp join, (7) is therefore a phase average and not the value for each core radius. Equation (8) itself requires $\delta\ll1$: for $r_c>\lambda^2/z$ the inner $|k'|/(2k^2)$ at the join exceeds $\delta$, so the form (3) fails there when $\delta$ is not small, and the $\delta^2$ term is of the same order as the terms neglected. For $Z_i=7.5$, $z=1$, $l=1$ and $r_c$ from 8 to 20 bohr, where $\delta$ runs from 0.5 to 0.3, (8) misses the zero-energy ratio by up to about 0.3.

**Check.** For $Z_i=2$, $z=1$, $l=1$ and $r_c$ from 14 to 26 bohr, $\delta$ falls from 0.058 to 0.043. At 13 equally spaced radii in this range, the ratio computed from numerical eigenfunctions lies between 0.949 and 1.047. It follows (8) to within 0.009. Equation (8) neglects semiclassical terms of second order; their share in this remaining difference was not tested.

## 7. Sodium

The two sodium D lines start from $3p_{3/2}$ and $3p_{1/2}$ and end on the same $3s$ level. The difference of their photon energies is therefore the $3p$ splitting. Two rough measured sizes are enough: a splitting of about 17 cm$^{-1}$, or $7.746\times10^{-5}$ hartree, and a $3p$ binding energy of about 3.0 eV, or 0.11025 hartree.

With $z=1$,

$$\nu=\frac{1}{\sqrt{2\times0.11025}}=2.130,\qquad\nu^3=9.658 .$$

For $l=1$ the denominator of (7) is $2\nu^3\times2=4\nu^3$. With $\alpha^2=5.325\times10^{-5}$, a unit inner charge would give

$$\frac{\alpha^2}{4\nu^3}=\frac{5.325\times10^{-5}}{4\times9.658}=1.378\times10^{-6}\ \text{hartree}.$$

Hence

$$Z_i^2=\frac{7.746\times10^{-5}}{1.378\times10^{-6}}=56.2,\qquad Z_i=7.5 .$$

Since $\nu^3$ varies as the binding energy to the power $-3/2$, $Z_i$ varies as the square root of the splitting and as the binding energy to the power $-3/4$. Rounding of the two inputs allows 7.3 to 7.7. That range contains no estimate of the error of (7) itself.

The value lies between the outer charge 1 and the nuclear charge 11, which is plausible for an electron that enters the core and is still partly screened there, but (7) does not guarantee it: for a small core the effective charge can exceed the nuclear one. It should not be read as the charge enclosed at some definite radius. The sodium core is small, so the charge seen by the electron already changes within the region where $r^{-3}$ matters, and $\nu\simeq2.1$ is not a high state. Here $Z_i$ is an effective charge defined by (7), and it absorbs whatever the joining argument misses.

**What an effective charge hides.** Take the potential of section 5 with the full nuclear charge 11 in place of $Z_i$, and adjust $a$ until the $3p$ binding energy is again 3.0 eV. This requires $a=0.41$ bohr. Equation (1) then gives a splitting of 23.8 cm$^{-1}$, and inverting (7) gives an effective charge of 8.9. The electron moves around a nucleus of charge 11, yet the formula returns a smaller number.

The model splitting is about 40% larger than the rough measured one. The model has a single screening length and leaves out exchange, core polarization and two-electron spin-orbit terms; this calculation does not show which of these matters most. It does show that a correct binding energy does not fix the splitting. Replacing the screening factor by $e^{-(r/b)^p}$ and tuning $b$ to the same 3.0 eV gives about 21 cm$^{-1}$ for $p=0.7$ and about 40 cm$^{-1}$ for $p=1.5$, the latter an effective charge of 11.5. The binding energy fixes $\nu$ and with it the outer factor $z^2/\nu^3$, while the splitting also depends on the force and the density deep inside the core. The numerical output below lists the values of the main checks.

## Computed results

```
GRADUAL CORE, Zi = 7.5; ratio = computed / formula
ratio A: plain formula; ratio B: with factor d(nu)/dn
z=1 l=1 a= 0.25 bohr: nu=11.960 dnu/dn=1.0000 A=0.0955 B=0.0955
z=1 l=1 a= 1.00 bohr: nu=11.746 dnu/dn=1.0003 A=0.9744 B=0.9741
z=1 l=1 a= 4.00 bohr: nu=11.971 dnu/dn=1.0019 A=0.9952 B=0.9933
z=1 l=1 a=16.00 bohr: nu=11.630 dnu/dn=1.0167 A=1.0156 B=0.9989
z=1 l=2 a=16.00 bohr: nu=11.771 dnu/dn=1.0179 A=1.0135 B=0.9957
z=2 l=1 a= 8.00 bohr: nu=11.743 dnu/dn=1.0092 A=1.0070 B=0.9978
KINKED CORE, Zi = 2, z = 1, l = 1; inner/outer intensity ratio
rc=14.0 bohr: delta=0.0580 computed=0.9537 matching=0.9594
rc=17.0 bohr: delta=0.0524 computed=1.0209 matching=1.0159
rc=20.0 bohr: delta=0.0485 computed=1.0080 matching=1.0166
rc=23.0 bohr: delta=0.0455 computed=0.9606 matching=0.9576
rc=26.0 bohr: delta=0.0433 computed=1.0349 matching=1.0333
smallest and largest computed ratio: 0.9486, 1.0468
largest difference computed - matching: 0.0086
CHECK VALUES
hydrogen 2p splitting, Dirac: 1.664162e-06 hartree
hydrogen 2p splitting, formula: 1.664105e-06 hartree
inner integral / Zi for l=1: 0.333333
hydrogen grid ratio, should be 1: 1.00000
phase mean of kink ratio at delta=0.8: 1.00000000
SODIUM 3p, rough measured inputs
fine-structure constant squared: 5.325135e-05
splitting: 17 cm^-1 = 7.7458e-05 hartree
binding energy: 3.0 eV = 0.11025 hartree
effective quantum number nu: 2.1296; nu^3: 9.6583
formula splitting for Zi = 1: 1.3784e-06 hartree
Zi squared: 56.19; Zi: 7.496
Zi range from input rounding: 7.29 to 7.70
SCREENED MODEL, nuclear charge 11, same binding energy
screening length: 0.4075 bohr
model splitting: 23.77 cm^-1
effective Zi of the model: 8.864
```
